# The retarded electron–phonon cumulant from the Fan–Migdal self-energy, part 2

An electron state of bare energy $\varepsilon$ is coupled to harmonic phonons in thermal equilibrium at temperature $T$. Its retarded Green's function is written $G^R(t)=-i\theta(t)\,e^{-i\varepsilon t+C(t)}$, with $C$ kept only at order $g^2$ in the coupling $g$. The conventions are $\hbar=k_B=1$, $G^R(\omega)=\int dt\,e^{i\omega t}G^R(t)$ and $A=-\mathrm{Im}\,G^R/\pi$. The Fan–Migdal self-energy and its spectral density $\beta\ge0$ are
$$\Sigma^{FM}(z)=\sum|g|^2\left[\frac{n+1-f}{z-\varepsilon'-\omega_q}+\frac{n+f}{z-\varepsilon'+\omega_q}\right]=\int d\nu\,\frac{\beta(\nu)}{z-\varepsilon-\nu},\tag{1}$$
summed over intermediate states (energy $\varepsilon'$, Fermi factor $f$) and phonon modes (energy $\omega_q$, Bose factor $n$). A quadratic coupling adds a real static Debye–Waller term $\Sigma^{DW}$. Matching to the Dyson equation at order $g^2$ gave
$$C(t)=-i\Sigma^{DW}t+\int d\nu\,\beta(\nu)K(\nu,t),\qquad K=\frac{e^{-i\nu t}+i\nu t-1}{\nu^2}.\tag{3}$$
With $x=\omega-\varepsilon$,
$$A(\varepsilon+x)=\frac1{2\pi}\int_{-\infty}^\infty dt\,e^{ixt+C(t)},\qquad e^{C(t)}=\int dx\,A\,e^{-ixt}.\tag{4}$$
With the interval $|\nu|<\eta$ removed from $\beta$, $\mu=\beta/\nu^2$, $a_\eta=\int\mu$ and $b_\eta=\int\beta/\nu-\Sigma^{DW}$,
$$A_\eta(\varepsilon+x)=e^{-a_\eta}\sum_{m\ge0}\frac{\mu^{*m}(x+b_\eta)}{m!},\qquad\mu^{*0}=\delta,\tag{5}$$
where term $m$ collects the processes with $m$ phonons, emitted or absorbed.

Section 4 showed, provided $\int d\nu\,\beta(\nu)/(1+|\nu|/\nu_c)<\infty$ for some $\nu_c>0$, that $A\ge0$, $\int A=1$ and
$$\int d\omega\,\omega A(\omega)=\varepsilon+\Sigma^{DW}.\tag{6}$$
Where finite, the higher cumulants of $A$ are $\kappa_m=\int\nu^{m-2}\beta$ for $m\ge2$.

"Dyson" denotes the Dyson equation solved with the same self-energy. "The ring" is the Holstein model with one electron at $T=0$ on four sites, with hopping $J=\omega_0=1$, phonon energy $\omega_0$ and $k=0$. The computed results at the end also list earlier checks on two fermion levels with linear and quadratic coupling, and on an initially empty level coupled linearly to phonons (independent boson), for which $e^C$ is exact.

## 5. The quasiparticle

Assume now that $\beta$ is a function, twice continuously differentiable near $\nu=0$. $K$ is entire in $\nu$, so $C$ is the limit $\eta\to0^+$ of the integral with $K(\nu-i\eta,t)$, whose three terms converge separately. From (1), $\Sigma^{FM}(\varepsilon+i\eta)=-\int\beta/(\nu-i\eta)$ and $\partial_z\Sigma^{FM}=-\int\beta/(\nu-i\eta)^2$. With $\Sigma=\Sigma^{DW}+\Sigma^{FM}$ and $\Sigma'$ evaluated at $\varepsilon+i0$,
$$C(t)=-i\Sigma\,t+\Sigma'+R(t),\qquad R(t)=\int d\nu\,\frac{\beta(\nu)\,e^{-i\nu t}}{(\nu-i0)^2}.\tag{7}$$
The remainder vanishes at long time. Put $\beta=p+r$ with $p=[\beta(0)+\beta'(0)\nu]e^{-\nu^2/\kappa^2}$. Then $r=O(\nu^2)$, $r/\nu^2$ is integrable, and its transform tends to zero by the Riemann–Lebesgue lemma. The part $p$ is entire and the double pole lies above the axis, so the contour moves down to $\mathrm{Im}\,\nu=-\kappa$, where the integral is bounded by a constant times $e^{-\kappa t}$. The slowest decay comes from non-smooth points of $\beta$. An edge $c\sqrt{\nu-\nu_0}$ gives $R\simeq c\,\nu_0^{-2}e^{-i\nu_0t}\int_0^\infty du\sqrt u\,e^{-iut}$, and rotating $u=-iv/t$ turns the integral into $(it)^{-3/2}\sqrt\pi/2$, so
$$|R|\simeq\frac{c\sqrt\pi}{2\nu_0^2\,t^{3/2}}.\tag{8}$$
A step of height $j$ gives $j/(\nu_0^2t)$ in the same way. Delta functions in $\beta$ make $R$ oscillate without decay; (5) then applies directly, and its $m=0$ term has the position and weight given below when $\beta$ vanishes near zero.

At long time $iG^R\to Ze^{-i(E-i\Gamma)t}$ with
$$E=\varepsilon+\Sigma^{DW}+\mathrm{Re}\,\Sigma^{FM}(\varepsilon),\qquad\Gamma=\pi\beta(0),\qquad Z=e^{\Sigma'(\varepsilon)}=|Z|e^{i\varphi}.\tag{9}$$
The width follows from $1/(\nu-i0)=\mathrm P/\nu+i\pi\delta(\nu)$. Integration by parts gives $\Sigma'=-\int\beta'/(\nu-i0)$, so $\varphi=-\pi\beta'(0)$. The self-energy is taken at the bare energy, on shell, and $2\Gamma$ is the sum of the golden-rule rates for scattering out of and into the state, since $n+1-f=(n+1)(1-f)+nf$ and $n+f=n(1-f)+(n+1)f$; for $f=0$ it is the scattering-out rate alone. If $\beta$ vanishes near zero, $\Gamma=\varphi=0$ and $A$ has a delta peak at $E$ with weight $Z=\exp(-\int\beta/\nu^2)<1$. With sharp lines in $\beta$ this is the weight of the $m=0$ term only. For lines at $\pm\omega_0$ with weights $g^2(n+1)$ and $g^2n$, terms with equal numbers of emissions and absorptions also fall at $E$ and multiply the weight by $I_0\big(2g^2\sqrt{n(n+1)}/\omega_0^2\big)$.

*Position of the maximum.* When $\Gamma>0$, $E$ is the phase velocity of the decay and the real part of the pole of the leading term. It is not in general the maximum of $A$. With $x=\omega-E$, the leading term gives
$$A_{QP}=\frac1\pi\mathrm{Re}\frac{Z}{\Gamma-ix}=\frac{|Z|}\pi\,\frac{\Gamma\cos\varphi-x\sin\varphi}{x^2+\Gamma^2}.$$
The derivative vanishes where $-\sin\varphi\,(x^2+\Gamma^2)=2x(\Gamma\cos\varphi-x\sin\varphi)$, that is $x^2\sin\varphi-2\Gamma x\cos\varphi-\Gamma^2\sin\varphi=0$, with roots $x=\Gamma(\cos\varphi\mp1)/\sin\varphi$. The root that tends to zero with $\varphi$ is the maximum. There the numerator is $\Gamma[\cos\varphi+\tan(\varphi/2)\sin\varphi]=\Gamma$, so
$$x_{\max}=-\Gamma\tan\frac\varphi2,\qquad A_{\max}=\frac{|Z|\cos^2(\varphi/2)}{\pi\Gamma}.\tag{10}$$
The peak moves toward larger $\beta$ by an amount of order $g^4$. Equation (10) neglects the background from $e^R-1$, which varies on the scale over which $\beta$ itself changes near $\nu=0$, at most the distance to its nearest edge, so it needs $\Gamma$ small against that scale. $A_{QP}$ alone has a tail $-|Z|\sin\varphi/\pi x$, negative on one side and without a first moment; by Section 4 the background cancels it.

*Comparison with Dyson.* For $\Gamma=0$, $T=0$, one carrier and a non-degenerate state, $E$ is the second-order Rayleigh–Schrödinger energy, with an error of order $g^4$. The Dyson equation solves $E_D=\varepsilon+\Sigma(E_D)=E+\Sigma\Sigma'+O(g^6)$, with weight $1/[1-\Sigma'(E_D)]$. The two differ at the order where two-phonon diagrams absent from $\Sigma^{FM}$ enter, so neither is controlled there. On the ring at weak coupling both errors scale as $g^4$ (ratios $16.02$ and $15.92$ on going from $g=0.1\,\omega_0$ to $0.05\,\omega_0$, where the following coefficients are read), and the exact ground energy lies $0.016\,g^4/\omega_0^3$ below $E$ and $0.163\,g^4/\omega_0^3$ below $E_D$. This ranking is a result for this model and state.

*Failure at a threshold.* For one carrier at $T=0$ with $\varepsilon$ at the emission edge of a band with a square-root density of states, $\beta=c\sqrt\nu$ for small $\nu>0$ and $\Sigma'$ diverges. With $s=\nu t$, $\mathrm{Re}\,C\simeq-c\sqrt t\int_0^\infty s^{-3/2}(1-\cos s)\,ds$. Integration by parts turns the integral into $2\int_0^\infty s^{-1/2}\sin s\,ds=2\sqrt{\pi/2}$, so $\mathrm{Re}\,C\simeq-c\sqrt{2\pi t}$ plus a constant. The amplitude decays as a stretched exponential although $\beta(0)=0$, and no pole exists. The power of $t$ depends on the edge: a step of height $j$, as at $\varepsilon=\omega_0$ in a metal, gives $\mathrm{Re}\,C\simeq-\pi jt/2$, and a one-dimensional edge $\beta\propto\nu^{-1/2}$ gives $\mathrm{Re}\,C\propto-t^{3/2}$. Section 4 still holds.

*Kink at a Fermi level.* In a metal at $T=0$ with a gap $|\omega|<\omega_0$ in $\mathrm{Im}\,\Sigma$, define $\lambda=-\Sigma'(0)$ and take $\Sigma$ independent of momentum. Differentiating (9) gives $dE/d\varepsilon=1-\lambda$, while $dE_D=d\varepsilon-\lambda\,dE_D$ gives $1/(1+\lambda)$. They agree to first order and differ by $\lambda^2/(1+\lambda)$. For $\lambda>1$ the on-shell velocity changes sign, so the cumulant dispersion near the Fermi level is reliable only for small $\lambda$.

## 6. Implementation

Evaluate $\beta$ once per state on a grid centred on that state's $\varepsilon$, covering both signs of $\nu$. For small $\nu t$ use $K=[-2\sin^2(\nu t/2)+i(\nu t-\sin\nu t)]/\nu^2$, with $K=-t^2/2$ at $\nu=0$. The real part is then free of cancellation; $\nu t-\sin\nu t$ still cancels, and for very small $\nu t$ the series $\mathrm{Im}\,K=\nu t^3/6-\dots$ is the accurate form. Any quadrature with positive weights is itself a positive $\beta$, so positivity, the norm and (6) survive the discretization in $\nu$ exactly (a time cutoff placed before $e^C$ has decayed can still make the computed $A$ negative). The decay does not: with node spacing $\Delta\nu$ the discrete sum recurs at times of order $2\pi/\Delta\nu$, which must exceed the largest time used. In the one-sided transform the sample at $t=0$ takes half weight, which makes it the trapezoid rule for (4), and $\pi/\Delta t$ must exceed the range of the satellites. The sum of $A$ over a full FFT grid returns the $t=0$ sample identically, so a unit norm there does not test convergence. The moments depend only on derivatives of $C$ at $t=0$, so $\kappa_2$ is a weak test; $\kappa_3$ reacts to a premature time cutoff, and the slope and intercept in (7) test the $\nu$ grid. A finite $i\eta$ in (1) gives $\beta$ Lorentzian tails, which add a spurious $\Gamma$ and make $\kappa_3$ only conditionally convergent. Damping $e^C$ by $e^{-\eta|t|}$ likewise removes the absolute convergence of the first moment.

## 7. Worked example

The parameters are round model values: local coupling $g=100$ meV, $\omega_0=50$ meV, and a semicircular band $\rho(y)=2\sqrt{D^2-y^2}/\pi D^2$ with $D=400$ meV. The function $G_{loc}(z)=2(z-\sqrt{z^2-D^2})/D^2$, with the root behaving as $z$ at infinity, is analytic off the band, decays as $1/z$ and has $-\mathrm{Im}\,G_{loc}/\pi=\rho$ on the axis, so by Cauchy's formula it equals $\int\rho/(z-y)$. For one carrier $f=0$ and (1) becomes $\Sigma(\omega)=g^2[(n+1)G_{loc}(\omega-\omega_0)+nG_{loc}(\omega+\omega_0)]$. $C(t)$ is computed by quadrature of (3) and compared with this closed form. Times are in $\hbar/\text{meV}$, with $\hbar=658.2$ meV fs.

*Band bottom, $T=0$.* With $\varepsilon=-400$ meV, $G_{loc}(-450)=-3.048\times10^{-3}$ meV$^{-1}$, so $\Sigma=10^4\times(-3.048\times10^{-3})=-30.48$ meV and $E=-430.48$ meV. With $\Sigma'=-0.1479$, $Z=e^{-0.1479}=0.863$. Dyson gives $-427.13$ meV and $0.906$. Near the edge $\rho\simeq2\sqrt{2Du}/\pi D^2$, so $c=2g^2\sqrt{2D}/\pi D^2=1.1254$ meV$^{1/2}$ and $\nu_0=50$ meV. Equation (8) at $t=8$ gives $1.1254\sqrt\pi/(2\cdot50^2\cdot8^{3/2})=1.76\times10^{-5}$. The computed $|R|$ is $1.77\times10^{-5}$, and $|R(2)/R(8)|=8.00=4^{3/2}$.

*Band bottom, 300 K.* Here $k_BT=25.85$ meV and $n=0.1690$. Absorption reaches into the band, $G_{loc}(-350)=(-4.375-2.421\,i)\times10^{-3}$ meV$^{-1}$, and
$$\mathrm{Re}\,\Sigma=10\,[1.1690(-3.048)+0.1690(-4.375)]=-35.63-7.39=-43.02\text{ meV},$$
$$\Gamma=10\times0.1690\times2.421=4.09\text{ meV}.$$
Thus $E=-443.02$ meV, and the lifetime is $658.2/(2\times4.09)=80.5$ fs. With $\Sigma'=-0.1517-0.0382\,i$, $|Z|=0.859$. At $t=8$ the computed $C$ differs from $-i\Sigma t+\Sigma'$ by $2.0\times10^{-5}$. Equation (10) gives $x_{\max}=4.09\tan(0.0191)=0.078$ meV and $A_{\max}=0.0668$ meV$^{-1}$; the computed spectrum has its maximum $0.0782$ meV above $E$, with a height within $0.1\%$ of the formula. The shift is $2\%$ of $\Gamma$, small against the $4.3$ meV that separate $E$ from the Dyson maximum at $-438.68$ meV. The computed $A$ is non-negative to rounding, with norm $1$ and first moment $-400.000$ meV. The peak lies $43$ meV below this mean, and the satellites balance it. Since $\rho$ is normalized with zero mean, $\kappa_2=g^2(2n+1)=1.338\times10^4$ meV$^2$ and $\kappa_3=g^2[1.1690\times450+0.1690\times350]=5.852\times10^6$ meV$^3$, both reproduced by the moments of $A$.

*Threshold.* At $\varepsilon=-350$ meV and $T=0$ the square-root law gives $\mathrm{Re}\,C(8)-\mathrm{Re}\,C(2)=-1.1254\sqrt{2\pi}(\sqrt8-\sqrt2)=-3.9894$, and the quadrature gives $-3.9891$.

*Half-filled band, $T=0$.* With $f=\theta(-y)$ and $\rho$ even, (1) reads $\Sigma(\omega)=g^2\int_0^D dy\,\rho\,[(\omega-y-\omega_0)^{-1}+(\omega+y+\omega_0)^{-1}]$, which is odd in $\omega$, and $\lambda=2g^2\int_0^D\rho/(y+\omega_0)^2=0.539$. The steps of $\beta$ make $R$ decay only as $1/t$, so $E$ is read from a window average of the phase velocity over $2<t<4$. At $\varepsilon=2$ meV this gives $E/\varepsilon=0.460$ against $1-\lambda=0.461$, while Dyson gives $0.650=1/(1+\lambda)$. At $\varepsilon=20$ meV the phase gives $8.465$ meV, equal to the on-shell value, and Dyson gives $12.87$ meV. At this coupling the cumulant velocity is about $30\%$ below the Dyson one, and the calculation does not decide which is closer to the exact dispersion.

## Computed results

```
two-level: e0=-0.3, e1=0.5, T=0.7 [w0], d=-0.4 [1/w0], n=0.3152, f=0.3287
two-level: max|C/g^2 - exact| = 1.3e-06, with f dropped 2.789 [1/w0^2]
two-level: first-moment error ratio g=0.05/0.025 w0 = 16.07
independent boson g=1.2 w0: max|exp(C) - exact| = 1.4e-15
ring J=1, g=0.8 [w0]: moments about eps, orders 0..5 [w0^order]
  exact    1.0000 0.0000 0.6400 1.9200 8.2688 39.4496
  cumulant 1.0000 0.0000 0.6400 1.9200 8.2688 41.0880
  Dyson    1.0000 0.0000 0.6400 1.9200 7.4496 31.2576
ring g=0.05 w0: (exact - on-shell)/g^4 = -0.0157 [1/w0^3]
ring g=0.05 w0: (exact - Dyson)/g^4 = -0.1627 [1/w0^3]
ring error ratios g=0.1/0.05: on-shell 16.02, Dyson 15.92
example: g=100 meV, w0=50 meV, D=400 meV, eps=-400 meV
hbar = 658.212 meV fs; T=300 K: kT=25.852 meV, n=0.1690
T=0: Gloc(eps-w0)=-3.04806e-03 1/meV, Sigma=-30.481 meV, Sigma'=-0.1479
T=0: cumulant E=-430.481 meV, Z=0.8626
T=0: Dyson E=-427.129 meV, Z=0.9056
T=0: |remainder| t=2,8 hbar/meV: 1.41e-04, 1.77e-05, ratio 8.00
300 K: Gloc(eps+w0) = -4.37500e-03 -2.42061e-03i 1/meV
300 K: Sigma = -43.024 -4.090i meV, Sigma' = -0.1517 -0.0382i
300 K: on-shell E=-443.024 meV, Gamma=4.090 meV
300 K: lifetime hbar/(2 Gamma)=80.5 fs, |Z|=0.8592, phi=-0.0382 rad
300 K: |remainder| at t=8.00 hbar/meV: 2.0e-05
300 K: peak shift computed 0.0782 meV, formula 0.0781 meV
300 K: peak height computed 0.06678, formula 0.06684 1/meV
300 K: Dyson peak at -438.677 meV
300 K: norm 1.0000000000, first moment -400.000000 meV, min A -1e-14 1/meV
300 K: k2 13379.68 vs 13379.68 meV^2; k3 5.85187e+06 vs 5.85187e+06 meV^3
threshold eps=-350 meV: c=1.1254 meV^(1/2)
threshold: ReC(8)-ReC(2) = -3.9891, square-root law -3.9894
metal: lam=0.5394, 1-lam=0.4606, 1/(1+lam)=0.6496
metal: E/eps at eps=2 meV: cumulant 0.4603, Dyson 0.6496
metal eps=20 meV: phase 8.465, on-shell 8.465, Dyson 12.871 meV
```
